\section*{Surface lifetime of a film with one recombining contact, part 2}

A contact on one face of a semiconductor film removes excess carriers after a light pulse. Its surface recombination velocity $S$ is wanted from the measured decay time. The film fills $0<x<L$, with a passivated face at $x=0$ and the contact at $x=L$. The excess electron density in this p-type film is $n(x,t)$. Low injection, no electric field and a uniform diffusion coefficient $D$ are assumed.

In atomic units the elementary charge is one and $D=\mu kT$, with $\mu$ the mobility and $kT$ the thermal energy. In engineering units $kT$ is divided by the elementary charge.

Bulk losses, with lifetime $\tau_b$, are taken out by $n=e^{-t/\tau_b}u$, which leaves
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}.
\label{eq:diffusion}
\end{equation}
Both $n$ and $u$ obey
\begin{equation}
\frac{\partial n}{\partial x}(0,t)=0,\qquad
-D\frac{\partial n}{\partial x}(L,t)=S\,n(L,t).
\label{eq:bc}
\end{equation}
The modes are $\cos(zx/L)$, with surface decay times $L^2/(Dz^2)$ and
\begin{equation}
\boxed{\,z\tan z=h,\qquad h=\frac{SL}{D}\,}
\label{eq:root}
\end{equation}
The roots are $z_1<z_2<\cdots$. Unless a general mode is named, $z$ means $z_1$, with $0<z<\pi/2$. The slowest mode gives the surface lifetime $\tau_s$ and the late time constant $\tau$:
\begin{equation}
\tau_s=\frac{L^2}{Dz_1^2},\qquad
\frac1{\tau}=\frac1{\tau_b}+\frac1{\tau_s}.
\label{eq:taus}
\end{equation}
After uniform generation of density $n_0$, a mode's share of the carriers is
\begin{equation}
w=\frac{2\sin^2z}{z(z+\sin z\cos z)} .
\label{eq:share}
\end{equation}
The root equation also gives
\begin{equation}
\frac{D\tau_s}{L^2}=\frac1{z^2}=\frac1h+f(z),\qquad
f(z)=\frac{1-z\cot z}{z^2}.
\label{eq:identity}
\end{equation}
The series used are
\begin{equation}
z\cot z=1-\sum_{m=1}^{\infty}\frac{2z^2}{m^2\pi^2-z^2},
\label{eq:cot}
\end{equation}
\begin{equation}
f(z)=\sum_{m=1}^\infty\frac{2}{m^2\pi^2-z^2}.
\label{eq:f}
\end{equation}
Between $z=0$ and $z=\pi/2$, $f$ increases from $1/3$ to $4/\pi^2$, so for finite positive $S$
\begin{equation}
\boxed{\,\frac LS+\frac{L^2}{3D}<\tau_s<\frac LS+\frac{4L^2}{\pi^2D}\,}
\label{eq:bounds}
\end{equation}
The upper bound is the interpolation
\begin{equation}
\tau_F=\frac{L}{S}+\frac{4L^2}{\pi^2D},
\label{eq:formula}
\end{equation}
which recovers the limits of very weak and very strong contacts.

\subsection{The first corrections to the limits}

For a weak contact $f\to1/3$, so
\begin{equation}
\tau_s\simeq\frac LS+\frac{L^2}{3D}\qquad(h\ll1).
\end{equation}
The interpolation has $4/\pi^2$ in place of $1/3$. Its diffusion term is then too large by the factor $12/\pi^2=1.22$, which does little harm because that term is small beside $L/S$.

For a strong contact put $z=\pi/2-\delta$ with small $\delta$. Then $\tan z=\cot\delta\simeq1/\delta$, and the root equation gives $\delta\simeq\pi/(2h)$ to leading order. Hence
\begin{equation}
\frac1{z^2}=\frac4{\pi^2}\left(1-\frac{2\delta}{\pi}\right)^{-2}
\simeq\frac4{\pi^2}\left(1+\frac{4\delta}{\pi}\right)
\simeq\frac4{\pi^2}+\frac{8}{\pi^2h},
\end{equation}
or
\begin{equation}
\tau_s\simeq\frac{4L^2}{\pi^2D}+\frac{8}{\pi^2}\frac LS\qquad(h\gg1).
\label{eq:strongcorr}
\end{equation}
The true coefficient of $L/S$ is $0.81$, where the interpolation has one. The formula recovers the limits, but not the first correction to either.

\subsection{What the lower bound means}

The lower bound is itself a physical time. Leave out bulk losses, start from a uniform density $n_0$, and integrate the density over all time, $N(x)=\int_0^\infty n\,dt$. Integrating the diffusion equation over time gives $-n_0=DN''$, with the boundary conditions of $n$. The solution is
\begin{equation}
N(x)=n_0\left(\frac LS+\frac{L^2-x^2}{2D}\right).
\end{equation}
Its slope vanishes at $x=0$. At the contact $-DN'(L)=n_0L$, which equals $SN(L)$. The mean survival time is
\begin{equation}
\frac1{n_0L}\int_0^LN\,dx=\frac LS+\frac{1}{2D}\left(L^2-\frac{L^2}{3}\right)=\frac LS+\frac{L^2}{3D}.
\end{equation}
It is shorter than $\tau_s$ because the faster modes contribute early losses.

\subsection{The largest error of the interpolation}

The error relative to the true lifetime is
\begin{equation}
\varepsilon=\frac{\tau_F-\tau_s}{\tau_s}
=z^2\left(\frac4{\pi^2}-f\right)=\frac{4z^2}{\pi^2}-1+z\cot z .
\label{eq:error}
\end{equation}
It vanishes at $z=0$ and at $z=\pi/2$. To see that it has a single maximum, set $y=z^2$ and use the series for $f$:
\begin{equation}
\varepsilon=\frac{4y}{\pi^2}-2\sum_{m=1}^\infty\frac{y}{m^2\pi^2-y}.
\end{equation}
With $a=m^2\pi^2$, each fraction equals $a/(a-y)-1$ and has the second derivative $2a/(a-y)^3>0$. So $\varepsilon$ is a concave function of $y$. Numerically its maximum is $5.06\%$, at $z=1.148$ and $h=2.55$. If only the lifetime is wanted and 5\% is good enough, equation \eqref{eq:formula} serves for every $S$ within this model.

\subsection{Finding $S$ from a lifetime}

The inverse problem is easier than the direct one. If $\tau_s$, $L$ and $D$ are known, then $z$ is known, and the root equation gives $S$ without any root search:
\begin{equation}
\boxed{\,z=\frac{L}{\sqrt{D\tau_s}},\qquad S=\frac DL\,z\tan z\,}
\label{eq:inverse}
\end{equation}
This requires $\tau_s>4L^2/(\pi^2D)$. A shorter surface lifetime cannot come from this model with the assumed $L$ and $D$.

Using the interpolation instead gives $S_F=L/(\tau_s-4L^2/\pi^2D)$. With $L/S=(L^2/D)\cot z/z$, its ratio to the true value is given by
\begin{equation}
\frac{S}{S_F}=\frac{1/z^2-4/\pi^2}{\cot z/z}
=\left(1-\frac{4z^2}{\pi^2}\right)\frac{\tan z}{z}.
\label{eq:ratio}
\end{equation}
This tends to one at $z\to0$. At $z=\pi/2-\delta$ the bracket is about $4\delta/\pi$ and $\tan z/z$ about $2/(\pi\delta)$, so the limit there is $8/\pi^2$.

The ratio falls steadily between these values. The identity $\tan z=\cot z-2\cot2z$ and the series for the cotangent give
\begin{equation}
\tan z=\sum_{j=1,3,5,\dots}\frac{8z}{j^2\pi^2-4z^2},
\end{equation}
because the terms of even index in $2\cot2z$ cancel those of $\cot z$. The logarithmic derivative of \eqref{eq:ratio} is
\begin{equation}
-\frac{8z}{\pi^2-4z^2}+\tan z+\cot z-\frac1z .
\end{equation}
Its first term cancels $j=1$ in the tangent. Writing $j=2m+1$ for the rest leaves
\begin{equation}
\sum_{m=1}^\infty\left[\frac{2z}{(m+\frac12)^2\pi^2-z^2}-\frac{2z}{m^2\pi^2-z^2}\right]<0 .
\end{equation}
Therefore $1<S_F/S<\pi^2/8=1.234$. The interpolation overestimates $S$ by up to 23\%, although it never misses the lifetime by more than about 5\%. The reason is the subtraction of two nearly equal times when the contact is strong. Errors in $D$, $L$ or the measured time are magnified in the same regime, and there equation \eqref{eq:inverse} is no protection.

\subsection{Two equal contacts}

A film of thickness $W$ with the same $S$ on both faces is two of our films joined at their passivated faces. Even modes have zero slope at the midplane and obey $z\tan z=h$ with $L=W/2$. Odd modes, $\sin(zx/L)$, obey $\tan z=-z/h$, whose smallest positive root exceeds $\pi/2$. The slowest mode is thus even, and the interpolation becomes
\begin{equation}
\tau_F=\frac{W}{2S}+\frac{W^2}{\pi^2D}.
\end{equation}

\subsection{A worked film}

The parameters are rough values for a p-type mixed tin--lead halide perovskite film with an unpassivated electron contact: $L=800$~nm, $\mu=20$~cm$^2$/Vs, $S=5000$~cm/s and $T=300$~K. With $kT=0.02585$~eV,
\begin{align}
D&=20\times0.02585=0.517~\text{cm}^2/\text{s},\\
\frac{L^2}{D}&=\frac{(8\times10^{-5})^2}{0.517}~\text{s}=12.38~\text{ns},\\
h&=\frac{5000\times8\times10^{-5}}{0.517}=0.774 .
\end{align}
The root is $z=0.7808$, so $\tau_s=12.38/0.7808^2=20.3$~ns. Diagonalizing a flux-balance discretization of the film, which does not use the root equation, gives the same $20.304$~ns as the root. The interpolation gives $16.0+5.0=21.0$~ns, which is 3.5\% too long. The lower bound is $20.1$~ns.

Now take $20.304$~ns as if it had been measured. Equation \eqref{eq:inverse} returns 5000~cm/s. The interpolation gives
\begin{equation}
S_F=\frac{8\times10^{-5}}{(20.304-5.017)\times10^{-9}}=5233~\text{cm/s}.
\end{equation}
Leaving out diffusion gives $L/\tau_s=3940$~cm/s.

For uniform generation the slowest mode holds 99.1\% of the carriers, and the second decays in $1.1$~ns. After 3~ns the instantaneous decay time of the carrier number is then within about 1\% of $\tau_s$. Light absorbed near one face takes longer to settle. For an absorption length of 100~nm the instantaneous decay time at 3~ns is $17.3$~ns with light entering at the contact and $23.3$~ns with light entering at the passivated face, and it is within 3\% of $\tau_s$ at 5~ns.

\subsection{What the model leaves out}

\textit{Bulk losses.} Take a non-radiative bulk lifetime of 1000~ns, a hole density $p_0=10^{16}$~cm$^{-3}$ and a radiative coefficient of $10^{-10}$~cm$^3$/s. The radiative lifetime is then also 1000~ns. Together they shorten $20.3$ to $19.5$~ns. Their rates should be subtracted before $S$ is extracted.

\textit{Band bending.} Suppose the bands bend down towards the contact by an energy $V_b$, over a depletion layer of width $d$. In atomic units Poisson's equation gives the electron energy the curvature $-4\pi p_0/\epsilon_r$, with $\epsilon_r$ the relative permittivity. Integrating twice from the layer edge gives $V_b=2\pi p_0d^2/\epsilon_r$, so $d=\sqrt{\epsilon_rV_b/(2\pi p_0)}$. For $\epsilon_r=25$ and $V_b=0.05$~eV this is 118~nm. With $S$ and all else held fixed, the same discretization with this parabolic energy gives a lifetime of $6.6$~ns. For $0.10$~eV the width is 166~nm and the lifetime $4.2$~ns. These are reductions by factors of $3.1$ and $4.8$. The sharp layer edge is a crude picture at such small bending. A smooth edge, with the holes following a Boltzmann distribution, shortens the two lifetimes by a further 5\% and 12\%, so the numbers show only the size of the effect. Both pictures take fixed acceptors as the only background charge. Mobile ions, which halide perovskites contain, can change the width and shape of the layer and are not included.

If the layer is thin and its electrons are in equilibrium with those at its edge, the density at the contact is $e^{V_b/kT}$ times that at the edge. The film beyond then sees an effective velocity $S\,e^{V_b/kT}$. For $0.05$~eV the factor is $6.9$, and the bounds \eqref{eq:bounds} with the full $L$ give $6.4$ to $7.3$~ns, a range that includes the computed value. The layer takes up 15\% of the film and is not really thin, so this checks only the size of the effect. For $0.10$~eV they give $4.5$ to $5.4$~ns, and the computed $4.2$~ns lies below them. It even lies below the field-free minimum of $5.0$~ns. That minimum was derived for diffusion alone, whereas here a field pulls electrons through a fifth of the film. An effective $S$ is no longer a sufficient description.

\textit{Smaller effects.} Carriers cannot reach the contact faster than their thermal flux allows. For an effective mass of $0.2$ electron masses this limits $S$ to the order of $\sqrt{kT/(2\pi m)}=6\times10^6$~cm/s. At that value $\tau_s=5.03$~ns, against $5.02$~ns for infinite $S$, so the strong-contact limit is within reach. An excess density of $10^{14}$~cm$^{-3}$, assumed here, is 1\% of $p_0$ and less than $10^{-4}$ of the effective band density, so non-degenerate statistics hold, and so does low injection where the bands are flat. In a depletion layer the holes are fewer. For a bending of $0.05$~eV and a mean electron density of $10^{14}$~cm$^{-3}$, the electrons at the contact already reach about a sixth of the hole density there. For a bending of $0.10$~eV their density at the contact falls to about $2\times10^{14}$~cm$^{-3}$, while the slowest mode has about $4\times10^{14}$~cm$^{-3}$ electrons there when their mean density is $10^{14}$~cm$^{-3}$. Low injection then fails at the contact early in the decay, and a constant $S$ is itself an assumption until most of the electrons have gone. At 338~K, with $\mu\propto T^{-3/2}$ and the same $S$, the lifetime rises by about 1\%.

\subsection{Beside real films}

In real tin--lead films the hole density and the quality of the contact vary over orders of magnitude. The chosen $S$ stands for a poor contact, and the bulk lifetime of 1000~ns for a good film. The estimated mean free path, $0.6$~nm, is far below the thickness but only about one lattice spacing, so $D$ should be read as an effective transport coefficient. For the worked film, band bending is the largest of the neglected effects estimated here: a downward bending of two to four $kT$ shortens the lifetime by a factor of about three to five and a half, far more than the choice between the interpolation and the exact root. A fitted $S$ also counts electrons that pass into the contact and do not return, whether or not they recombine there. It can describe the interface itself only if bulk losses and losses at the other face have been removed or are negligible, the bands are nearly flat, and $L$ is known independently. $D$ must be known as well, unless the surface lifetime is far above $4L^2/(\pi^2D)$, where $D$ drops out. A long lifetime alone is not enough. For $S=10$~cm/s and the bulk losses assumed above, the measured lifetime would be about 470~ns, and a fit that ignores the bulk would return about 170~cm/s. The numerical output below gives the lifetimes for other values of $S$.

\section*{Computed results}
\begin{verbatim}
largest grid error of decay rates: 2.9e-06
largest formula error: 5.06 %
  at z = 1.1482, h = 2.553
4/pi^2 = 0.4053, 8/pi^2 = 0.8106
limit of inferred S / true S: 1.2337
thickness L: 800 nm
electron mobility: 20 cm2/Vs
contact velocity S: 5000 cm/s
temperature: 300 K
thermal energy kT: 0.02585 eV
diffusion coefficient D: 0.5170 cm2/s
L^2/D: 12.378 ns
h = SL/D: 0.7736
first root z1: 0.78079; second root z2: 3.36742
L/S: 16.000 ns
4L^2/(pi^2 D): 5.017 ns
exact surface lifetime: 20.304 ns
finite-volume lifetime: 20.304 ns
interpolation formula: 21.017 ns
lower bound: 20.126 ns
formula error: 3.51 %
S inferred by formula: 5233 cm/s
scan: S (cm/s), exact (ns), formula (ns), error (%)
  10, 8004.126, 8005.017, 0.01
  1000, 84.167, 85.017, 1.01
  10000, 12.429, 13.017, 4.73
  100000, 5.684, 5.817, 2.33
  1000000, 5.082, 5.097, 0.29
second-mode decay time: 1.092 ns
uniform-start share of first mode: 0.99077
bulk lifetime: 1000 ns
hole density: 1.0e+16 cm^-3
radiative coefficient: 1.0e-10 cm3/s
radiative lifetime: 1000 ns
lifetime with both bulk losses: 19.512 ns
relative permittivity: 25
bending 0.05 eV: width 117.5 nm, lifetime 6.559 ns
bending 0.10 eV: width 166.2 nm, lifetime 4.218 ns
effective mass: 0.2 electron masses
thermal ceiling on S: 6.02e+06 cm/s
lifetime at that ceiling: 5.027 ns
mean free path 3D/v: 0.64 nm
excess electron density: 1.0e+14 cm^-3
electron density / band density: 4.5e-05
at 338 K, mobility as T^-1.5, same S: 20.578 ns
\end{verbatim}
